**Apparent jump length, Lorentz field and work along the path**

The program tests the conversion $a=3a_{\rm app}/(\varepsilon+2)$, where $a$ is the distance from rest site to saddle, $a_{\rm app}$ the length inferred from the macroscopic field, and $\varepsilon$ the relative permittivity. For $\varepsilon=9$ and $a_{\rm app}=0.46$ nm it gives 0.1255 nm, provided that the Lorentz field acts along the whole half-jump. Explicit dipole sums are asserted to reproduce the factor $11/3$ at a lattice site and at the body centre of a simple cubic lattice. The same sums are asserted to give a reversed field at the face-centre saddle and a mean field over the half-jump equal to the macroscopic one. For a small polarizable cluster, the work obtained from the full polarization energy is asserted to equal the line integral of the field found with the ion absent. Currents computed from a numerically tilted sharp barrier are asserted to return the apparent length of 0.46 nm. For a sinusoidal barrier, the activation distance is asserted against a numerical derivative of the barrier height; fitting the same slope then requires a half-jump of 0.156 nm.

## Numerical check

```python
"""Result under test: if the Lorentz field acts along the whole half-jump,
    a = 3 a_app / (eps + 2),
where a is the rest-to-saddle length, a_app the length inferred from the
macroscopic field E, and eps the relative permittivity of the oxide.
Also tested: in a periodic lattice with a symmetric saddle the mean field
along the half-jump is E itself, even if the rest site feels the Lorentz field.
Energies are in eV, lengths in nm, fields in V/nm, unless a name says otherwise.
The lattice and cluster tests use the lattice constant as unit of length.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

eps = 9.0
a_app = 0.46
charge_number = 2
temperature = 300.0
field = 0.5                       # V/nm, equal to 5 MV/cm
barrier = 1.2
plane_density = 1.0e19            # mobile ions per m^2
attempt_frequency = 1.0e13        # Hz
kT = const.k * temperature / const.e
lorentz = (eps + 2) / 3
a_true = a_app / lorentz


def dipole_sum(x, y, z, radius):
    """z field of a cubic lattice of unit z dipoles, in units of P/eps0.

    Planes are summed to a circular cutoff, with a continuum tail.
    The macroscopic field of the slab is handled separately.
    """
    n = np.arange(-radius - 2, radius + 3)
    dx, dy = np.meshgrid(n - x, n - y)
    rho2 = (dx**2 + dy**2).ravel()
    rho2 = rho2[rho2 < radius**2]
    total = 0.0
    for plane in range(-5, 6):
        h = z - plane
        r2 = rho2 + h**2
        keep = r2 > 1e-12         # a dipole does not act on itself
        total += np.sum((2*h**2 - rho2[keep]) / r2[keep]**2.5)
        total -= 2*np.pi*radius**2 / (radius**2 + h**2)**1.5
    return total / (4*np.pi)


def field_factor(x, y, z, radius=150):
    """Microscopic field divided by the macroscopic field."""
    return 1 + (eps - 1) * (1 + dipole_sum(x, y, z, radius))


# Local field from explicit sums, against the Lorentz formula.
factor_site = field_factor(0, 0, 0)
factor_rest = field_factor(0.5, 0.5, 0.5)
factor_saddle = field_factor(0.5, 0.5, 0.0)
cutoff_shift = factor_rest - field_factor(0.5, 0.5, 0.5, 75)
assert abs(factor_site - lorentz) < 2e-3
assert abs(factor_rest - lorentz) < 2e-3
assert factor_saddle < 0

# Mean field from rest site to saddle, by quadrature.
nodes, weights = np.polynomial.legendre.leggauss(12)
heights = 0.25 * (nodes + 1)
path_mean = 0.5 * sum(w * field_factor(0.5, 0.5, h)
                      for w, h in zip(weights, heights))
assert abs(path_mean - 1) < 2e-3

# Work theorem on a cluster: full polarization energy against line integral.
# Gaussian units here; the ion has unit charge and polarizes its neighbours.
sites = np.array([(i, j, k) for i in (-1, 0, 1)
                  for j in (-1, 0, 1) for k in (-1, 0, 1)], float)
polarizability = 3 / (4*np.pi) * (eps - 1) / (eps + 2)
size = 3 * len(sites)
response = np.eye(size) / polarizability
for i in range(len(sites)):
    for j in range(len(sites)):
        if i != j:
            d = sites[i] - sites[j]
            r = np.linalg.norm(d)
            response[3*i:3*i+3, 3*j:3*j+3] = -(
                3*np.outer(d, d)/r**5 - np.eye(3)/r**3)
assert np.linalg.eigvalsh(response).min() > 0


def cluster_energy(height, applied):
    d = sites - np.array([0.5, 0.5, height])
    acting = d / np.linalg.norm(d, axis=1)[:, None]**3
    acting[:, 2] += applied
    acting = acting.ravel()
    polarization = -0.5 * acting @ np.linalg.solve(response, acting)
    return polarization - applied * height


applied = 0.1
odd_start = (cluster_energy(0.0, applied) - cluster_energy(0.0, -applied)) / 2
odd_end = (cluster_energy(0.5, applied) - cluster_energy(0.5, -applied)) / 2
work_energy = odd_start - odd_end
uniform = np.tile([0.0, 0.0, applied], len(sites))
induced = np.linalg.solve(response, uniform).reshape(-1, 3)


def cluster_field(height):
    d = np.array([0.5, 0.5, height]) - sites
    r = np.linalg.norm(d, axis=1)
    along = np.sum(induced * d, axis=1)
    return applied + np.sum(3*along*d[:, 2]/r**5 - induced[:, 2]/r**3)


nodes40, weights40 = np.polynomial.legendre.leggauss(40)
work_line = 0.25 * sum(w * cluster_field(0.25*(t + 1))
                       for t, w in zip(nodes40, weights40))
assert abs(work_energy - work_line) < 1e-9


# Currents from a numerically tilted sharp barrier; slope gives a_app back.
def current_density(macro_field):
    x = np.linspace(0, 2*a_true, 2001)
    energy = barrier * (1 - np.abs(x - a_true)/a_true)
    energy = energy - charge_number * factor_rest * macro_field * x
    top = energy.max()
    forward = np.exp(-(top - energy[0]) / kT)
    reverse = np.exp(-(top - energy[-1]) / kT)
    scale = charge_number * const.e * plane_density * attempt_frequency
    return scale * (forward - reverse), reverse / forward


fields = np.linspace(0.45, 0.55, 11)
currents = np.array([current_density(f)[0] for f in fields])
slope = np.polyfit(fields, np.log(currents), 1)[0]
a_recovered = slope * kT / charge_number
assert abs(a_recovered - a_app) < 5e-4
current, reverse_ratio = current_density(field)
work = charge_number * a_app * field


# Smooth barrier: rest point and saddle move with the field.
def activation_distance(a, force):
    return 2*a/np.pi * np.arccos(2*a*force/(np.pi*barrier))


def smooth_barrier(a, force):
    def energy(x):
        return barrier/2*(1 - np.cos(np.pi*x/a)) - force*x
    low = minimize_scalar(energy, bounds=(-0.5*a, 0.5*a), method="bounded",
                          options={"xatol": 1e-10})
    high = minimize_scalar(lambda x: -energy(x), bounds=(0.5*a, 1.5*a),
                           method="bounded", options={"xatol": 1e-10})
    return -high.fun - low.fun


force = charge_number * lorentz * field
step = 0.005 * force
numeric_distance = (smooth_barrier(a_true, force - step)
                    - smooth_barrier(a_true, force + step)) / (2*step)
smooth_distance = activation_distance(a_true, force)
assert abs(numeric_distance - smooth_distance) < 1e-5
a_smooth = brentq(lambda a: activation_distance(a, force) - a_true,
                  a_true, 1.5*a_true)

# Sizes of other neglected effects.
field_si = field * 1e9
electron_barrier = 2.5            # eV, model choice
mass_ratio = 0.4                  # model choice
phi = electron_barrier * const.e
mass = mass_ratio * const.m_e
tunnel_exponent = (4*np.sqrt(2*mass*phi**3)
                   / (3*const.hbar*const.e*field_si))
tunnel_current = (const.e**3 * field_si**2 / (8*np.pi*const.h*phi*mass_ratio)
                  * np.exp(-tunnel_exponent))
quantum_ratio = const.h * attempt_frequency / (const.k * temperature)
wigner = 1 + quantum_ratio**2 / 24
stress = 0.5 * const.epsilon_0 * eps * field_si**2
activation_volume = 0.01          # nm^3, model choice
stress_work = stress * activation_volume * 1e-27 / const.e
charge_fraction = (0.01 * field_si * const.epsilon_0 * eps
                   / (charge_number * const.e * plane_density))
breakdown = 10.0                  # MV/cm, rough size

print(f"Relative permittivity: {eps:.1f}")
print(f"Apparent half-jump length: {a_app:.3f} nm")
print(f"Lorentz factor from formula: {lorentz:.4f}")
print(f"Half-jump length with Lorentz field: {a_true:.4f} nm")
print(f"Full jump, apparent: {2*a_app:.3f} nm")
print(f"Full jump, with Lorentz field: {2*a_true:.4f} nm")
print(f"Field factor at a lattice site, summed: {factor_site:.4f}")
print(f"Field factor at body centre, summed: {factor_rest:.4f}")
print(f"Shift on doubling the sum cutoff: {cutoff_shift:.1e}")
print(f"Field factor at face-centre saddle: {factor_saddle:.4f}")
print(f"Mean field factor over half-jump: {path_mean:.4f}")
print(f"Cluster work from energy: {work_energy:.8f} (reduced units)")
print(f"Cluster work from line integral: {work_line:.8f} (reduced units)")
print(f"Ion charge number: {charge_number}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT:.5f} eV")
print(f"Macroscopic field: {field*10:.2f} MV/cm")
print(f"Lorentz field: {field*lorentz*10:.2f} MV/cm")
print(f"Zero-field barrier: {barrier:.2f} eV")
print(f"Mobile ions per plane: {plane_density*1e-4:.1e} cm^-2")
print(f"Attempt frequency: {attempt_frequency:.1e} Hz")
print(f"Field work to the saddle: {work:.3f} eV")
print(f"Remaining barrier: {barrier-work:.3f} eV")
print(f"Ionic current density: {current*0.1:.3f} mA/cm2")
print(f"Fit range: {fields[0]*10:.1f} to {fields[-1]*10:.1f} MV/cm")
print(f"Slope of ln J against field: {slope/10:.3f} cm/MV")
print(f"Apparent length recovered by fit: {a_recovered:.4f} nm")
print(f"Reverse/forward rate ratio: {reverse_ratio:.1e}")
print(f"Smooth barrier, activation distance: {smooth_distance:.4f} nm")
print(f"Smooth barrier, half-jump fitting slope: {a_smooth:.4f} nm")
print(f"Increase due to smooth barrier: {100*(a_smooth/a_true-1):.1f} %")
print(f"Half-jump if permittivity is 8: {3*a_app/10:.4f} nm")
print(f"Half-jump if permittivity is 10: {3*a_app/12:.4f} nm")
print(f"Electron tunnel barrier: {electron_barrier:.1f} eV")
print(f"Electron mass ratio in oxide: {mass_ratio:.1f}")
print(f"Electron tunnel current: {tunnel_current*0.1:.1e} mA/cm2")
print(f"Quantum rate correction for ion: {wigner:.3f}")
print(f"Electrostatic stress: {stress/1e6:.2f} MPa")
print(f"Activation volume assumed: {activation_volume:.3f} nm^3")
print(f"Stress work on that volume: {stress_work*1000:.3f} meV")
print(f"Uncompensated plane fraction for 1% field: {charge_fraction:.1e}")
print(f"Rough breakdown field: {breakdown:.0f} MV/cm")
print(f"Field/breakdown ratio: {field*10/breakdown:.2f}")
print("every check passed")
```

Printed output:

```
Relative permittivity: 9.0
Apparent half-jump length: 0.460 nm
Lorentz factor from formula: 3.6667
Half-jump length with Lorentz field: 0.1255 nm
Full jump, apparent: 0.920 nm
Full jump, with Lorentz field: 0.2509 nm
Field factor at a lattice site, summed: 3.6667
Field factor at body centre, summed: 3.6667
Shift on doubling the sum cutoff: 3.3e-04
Field factor at face-centre saddle: -1.8514
Mean field factor over half-jump: 1.0000
Cluster work from energy: 0.01747131 (reduced units)
Cluster work from line integral: 0.01747131 (reduced units)
Ion charge number: 2
Temperature: 300 K
Thermal energy: 0.02585 eV
Macroscopic field: 5.00 MV/cm
Lorentz field: 18.33 MV/cm
Zero-field barrier: 1.20 eV
Mobile ions per plane: 1.0e+15 cm^-2
Attempt frequency: 1.0e+13 Hz
Field work to the saddle: 0.460 eV
Remaining barrier: 0.740 eV
Ionic current density: 1.187 mA/cm2
Fit range: 4.5 to 5.5 MV/cm
Slope of ln J against field: 3.559 cm/MV
Apparent length recovered by fit: 0.4600 nm
Reverse/forward rate ratio: 3.5e-16
Smooth barrier, activation distance: 0.1058 nm
Smooth barrier, half-jump fitting slope: 0.1561 nm
Increase due to smooth barrier: 24.4 %
Half-jump if permittivity is 8: 0.1380 nm
Half-jump if permittivity is 10: 0.1150 nm
Electron tunnel barrier: 2.5 eV
Electron mass ratio in oxide: 0.4
Electron tunnel current: 5.7e-05 mA/cm2
Quantum rate correction for ion: 1.107
Electrostatic stress: 9.96 MPa
Activation volume assumed: 0.010 nm^3
Stress work on that volume: 0.622 meV
Uncompensated plane fraction for 1% field: 1.2e-04
Rough breakdown field: 10 MV/cm
Field/breakdown ratio: 0.50
every check passed
```
